# LO–TO splitting of in-plane optical phonons in an insulating hexagonal monolayer

## Definitions and conventions

Hartree atomic units and Gaussian electrostatics are used, so a charge \(e\) has potential \(e/R\). The system is a planar, insulating, hexagonal monolayer at \(z=0\) in vacuum. Its cell has area \(A\) and two atoms of masses \(m_1,m_2\), with reduced mass \(\mu=m_1m_2/(m_1+m_2)\). All waves vary as \(e^{i\mathbf q\cdot\boldsymbol\rho}\) with \(\mathbf q\) in the plane and \(q=|\mathbf q|\). The mirror \(z\to-z\) decouples in-plane from out-of-plane motion, and only in-plane motion is treated. Threefold symmetry restricts in-plane second-rank tensors at \(\mathbf q=0\) to a multiple of the identity plus an antisymmetric part, and the vertical mirrors through the bonds remove the antisymmetric part.

The relative displacement is \(\mathbf u=\mathbf u_1-\mathbf u_2\), the dipole per unit area is \(\mathbf P\), and \(\mathbf E\) is the cell-averaged in-plane field at the layer. Three constants are defined at \(\mathbf q=0\). The Born charge \(Z\) is the dipole per cell per unit \(\mathbf u\) at \(\mathbf E=0\). The sheet polarisability \(\alpha\), a length, is \(\partial P/\partial E\) at clamped ions. The frequency \(\omega_0\) is that of the doubly degenerate optical mode at \(\mathbf E=0\). To leading order in \(q\),
\[ \mathbf P=\frac{Z\mathbf u}{A}+\alpha\mathbf E,\qquad \mu\ddot{\mathbf u}=-\mu\omega_0^2\mathbf u+Z\mathbf E . \tag{1} \]
The second equation follows from \(m_1\ddot{\mathbf u}_1=-\mu\omega_0^2\mathbf u+Z\mathbf E=-m_2\ddot{\mathbf u}_2\) on dividing by the masses and subtracting. The same \(Z\) enters dipole and force because both are the mixed second derivative of one energy. Finally
\[ S=\frac{2\pi Z^2}{\mu A},\qquad r=2\pi\alpha . \]

## The bare field of one sheet

The bound charge per area is \(\sigma=-\nabla\cdot\mathbf P=-iqP_L\), with \(P_L=\hat{\mathbf q}\cdot\mathbf P\). A transverse mode carries no charge, produces no macroscopic field, and keeps \(\omega_{TO}=\omega_0\) within (1).

The density \(\sigma\delta(z)\) contains all \(k_z=k\) with equal weight, and Poisson's equation multiplies each component by \(4\pi/(q^2+k^2)\). Closing the contour around the pole \(k=iq\) for \(z>0\), and around \(-iq\) for \(z<0\),
\[ \phi(z)=\sigma\int\frac{dk}{2\pi}\frac{4\pi e^{ikz}}{q^2+k^2}=\sigma\,\frac{4\pi}{2\pi}\,2\pi i\,\frac{e^{-q|z|}}{2iq}=\frac{2\pi\sigma}{q}e^{-q|z|}. \tag{2} \]
At the sheet,
\[ E_L=-iq\,\phi(0)=(-iq)\frac{2\pi}{q}(-iqP_L)=-2\pi q\,P_L. \tag{3} \]
The field opposes the polarization, so it stiffens the mode, and it vanishes as \(q\to0\). In a bulk crystal the same steps use the kernel \(4\pi/q^2\) and give \((-iq)^2(4\pi/q^2)P=-4\pi P\), independent of \(q\). The sheet lacks one power of \(1/q\) because, by (2), its field fills a height of order \(1/q\) of empty space. Writing (3) as \(-4\pi P_L/(2/q)\), the sheet acts as a bulk medium whose dipoles are diluted over a height \(2/q\), which grows without limit.

With \(\alpha=0\), equations (1) and (3) give the extra force \(-2\pi qZ^2u/A\) and \(\omega_{LO}^2-\omega_0^2=Sq\).

## Electronic screening

Inserting (1) into (3) gives \(E_L=-2\pi qZu/A-rqE_L\), hence \(E_L=-2\pi qZu/[A(1+rq)]\). With \(\ddot u=-\omega^2u\), the equation of motion reads \(-\mu\omega^2u=-\mu\omega_0^2u+ZE_L\), so
\[ \omega_{LO}^2-\omega_{TO}^2=\frac{Sq}{1+rq}. \tag{4} \]
At given \(Z\), screening of the macroscopic field does not alter the slope \(S\), because the field that would polarize the electrons is itself of order \(q\). The first effect of this screening is the term \(-Srq^2\). The electrons do enter \(S\) through \(Z\), which includes their response to the ionic displacement at \(\mathbf E=0\). Expanding the square root, \(\omega_{LO}=\omega_0+S q/(2\omega_0)+O(q^2)\), so the LO branch meets the TO branch at the zone centre with a finite slope.

The degeneracy rests here on the threefold axis normal to the layer. In a layer with neither a rotation axis nor a rotoinversion axis of order three or higher along its normal, the field term still vanishes with \(q\), but the two in-plane modes in general differ already at \(\mathbf E=0\). Equation (4) also needs a finite \(\alpha\), which excludes metallic or doped layers.

## The analytic short-range part

Equations (1) omit terms of order \(q^2\), the same order as \(-Srq^2\), so the status of (4) has to be settled microscopically. Take a honeycomb lattice of constant \(a\) with point charges \(Q_\kappa=\pm Q\), point polarisabilities \(a_\kappa\), and nearest-neighbour springs \(k_r\) (along the bond) and \(k_t\) (across it), with force-constant matrix \(\Phi(\mathbf q)\). Collect displacements and induced dipoles in four-component vectors \(u,p\), and let \(\mathsf Q,\mathsf a\) be the diagonal matrices of charges and polarisabilities. A dipole \(\mathbf d\) gives the field \(\nabla\nabla(1/R)\,\mathbf d\). Summing over sites with the phase \(e^{i\mathbf q\cdot(\mathbf R+\boldsymbol\tau_{\kappa'}-\boldsymbol\tau_\kappa)}\), the site itself excluded, defines \(T(\mathbf q)\). The field per displacement is \(M=T\mathsf Q-g\), where the on-site block \(g_\kappa=\sum_{\kappa'}T_{\kappa\kappa'}(0)Q_{\kappa'}\) describes an ion moving in the static field gradient and makes a rigid translation produce no field.

In an Ewald splitting with parameter \(\eta\), the reciprocal term at \(\mathbf k=\mathbf q+\mathbf G\) is \(-k_\alpha k_\beta(2\pi/k)\,\mathrm{erfc}(k/2\eta)/A\). The real-space part and the terms \(\mathbf G\neq0\) are analytic near \(\mathbf q=0\). For \(\mathbf G=0\), write \(\mathrm{erfc}=1-\mathrm{erf}\), where \(\mathrm{erf}(q/2\eta)/q\) is a series in \(q^2\). Therefore
\[ T=T_{an}-\lambda\,ww^\dagger,\qquad \lambda=\frac{2\pi q}{A},\qquad w=(\hat{\mathbf q},\hat{\mathbf q}), \]
with \(T_{an}\) analytic. Let \(M_{an}=T_{an}\mathsf Q-g\), \(\chi=(\mathsf a^{-1}-T_{an})^{-1}\), and \(D=w^\dagger(\mathsf Qu+p)\), the longitudinal dipole per cell. The condition \(p=\mathsf a(Mu+Tp)\) becomes \(\chi^{-1}p=M_{an}u-\lambda wD\), so \(p=\chi M_{an}u-\lambda\chi wD\). Inserting this in \(D\),
\[ D=\frac{z^\dagger u}{1+\lambda w^\dagger\chi w},\qquad z^\dagger=w^\dagger(\mathsf Q+\chi M_{an}). \]
The restoring force is \(Fu=(\Phi-\mathsf QM)u-\mathsf QTp+gp\), from the springs, the field on the charge and the gradient force on the dipole. Splitting \(T\) turns it into \((\Phi-\mathsf QM_{an})u-M_{an}^\dagger p+\lambda\mathsf QwD\), and substituting \(p\) gives, exactly in this model,
\[ F=F_{an}+\frac{\lambda\,zz^\dagger}{1+\lambda w^\dagger\chi w},\qquad F_{an}=\Phi-\mathsf QM_{an}-M_{an}^\dagger\chi M_{an}. \tag{5} \]
At \(q\to0\), \(w^\dagger\chi w=\alpha A\), so the denominator is \(1+rq\), and \(z^\dagger u=Z\,\hat{\mathbf q}\cdot\mathbf u\).

Take \(\mathbf q\) along a bond, where a mirror separates longitudinal from transverse motion exactly. Time reversal gives \(X(-\mathbf q)=X(\mathbf q)^*\) for every analytic matrix, so terms linear in \(q\) are purely imaginary. Four consequences follow. The real number \(w^\dagger\chi w\) is even in \(q\), so \(r\) is corrected at \(O(q^2)\). The linear term of the Hermitian \(F_{an}\) is \(i\) times a real antisymmetric matrix, which has no diagonal element in a real vector, so \(F_{an}\) alone splits the doublet by \(cq^2+O(q^4)\). The overlap of \(z\) with the optical eigenvector is real at order zero and imaginary at order \(q\), so its squared modulus, and with it \(S\), is corrected at \(O(q^2)\). The overlap of \(z\) with the acoustic mode is \(O(q)\) by neutrality, so mixing with it costs \(\lambda^2q^2=O(q^4)\). The corrected statement is
\[ \omega_{LO}^2-\omega_{TO}^2=\frac{Sq}{1+rq}\,[1+O(q^2)]+cq^2+O(q^4). \tag{6} \]
The slope \(S\) is exact. The denominator controls the \(q^2\) term only if \(Sr\gg|c|\).

## Finite thickness

Suppose ionic and electronic dipoles share one normalized profile \(n(z)\) and stay purely in-plane. The second condition is an extra assumption: inside a thick layer the field has a \(z\) component odd in \(z\) and of order \(q\), and the polarization it would induce is allowed by the mirror and would alter the \(q^2\) term found below. Averaging (2) over source and test positions multiplies (3) by \(f=\langle e^{-q|z-z'|}\rangle\), and (4) becomes \(Sqf/(1+rqf)=Sq/(1/f+rq)\). Since \(1/f=1+q\langle|z-z'|\rangle+O(q^2)\), thickness shifts \(r\) by \(\langle|z-z'|\rangle\) and leaves the slope alone. For a Gaussian of standard deviation \(\sigma_z\), \(s=z-z'\) has variance \(2\sigma_z^2\). Completing the square with \(y=s/2\sigma_z+q\sigma_z\),
\[ f=2\int_0^\infty\frac{e^{-qs-s^2/4\sigma_z^2}}{2\sigma_z\sqrt\pi}\,ds=e^{q^2\sigma_z^2}\frac{2}{\sqrt\pi}\int_{q\sigma_z}^\infty e^{-y^2}dy=e^{q^2\sigma_z^2}\mathrm{erfc}(q\sigma_z), \]
whose linear term gives the shift \(2\sigma_z/\sqrt\pi\), or 1.69 bohr for \(\sigma_z=1.5\) bohr.

## Periodic images

A supercell of height \(L\) repeats the sheet at \(z=nL\) with phase \(e^{iq_znL}\). By (2), the potential at \(z=0\) is multiplied by a geometric sum. With \(\beta=e^{-qL+iq_zL}\),
\[ \sum_ne^{-q|n|L}e^{iq_znL}=\mathrm{Re}\frac{1+\beta}{1-\beta}=\frac{1-|\beta|^2}{1-2\,\mathrm{Re}\,\beta+|\beta|^2}=\frac{\sinh qL}{\cosh qL-\cos q_zL}, \]
the last step multiplying above and below by \(e^{qL}/2\). At \(q_z=0\), the identities \(\sinh 2x=2\sinh x\cosh x\) and \(\cosh2x-1=2\sinh^2x\) with \(x=qL/2\) reduce this to \(\coth x\). The components \(\mathbf G\ne0\) couple layers only through \(e^{-|\mathbf G|L}\), so \(Z,\alpha,\omega_0\) are unchanged to that accuracy and only \(\lambda\) in (5) is rescaled. The macroscopic part becomes
\[ \frac{Sq\coth(qL/2)}{1+rq\coth(qL/2)}. \tag{7} \]
For \(qL\gg1\), \(\coth x\approx1+2e^{-qL}\) and (4) returns. For \(qL\ll1\), \(q\coth(qL/2)\to2/L\), and
\[ \lim_{q\to0}(\omega_{LO}^2-\omega_{TO}^2)=\frac{2S/L}{1+2r/L}=\frac{2S}{L+2r}=\frac{4\pi Z^2}{\mu AL\,\epsilon_\infty},\qquad\epsilon_\infty=1+\frac{4\pi\alpha}{L}=1+\frac{2r}{L}. \tag{8} \]
This is the bulk LO–TO splitting of a crystal with cell volume \(AL\). The dilution height \(2/q\) can no longer exceed \(L\), because the \(\sim 2/(qL)\) images within reach of the field add in phase. The gap is proportional to \(1/L\) only for \(L\gg2r\), and \(2S/L\) overestimates it by the fraction \(2r/L\) of the true gap. The limits \(q\to0\) and \(L\to\infty\) agree on zero when both are completed, but the slope differs: at fixed \(L\) expression (7) is even in \(q\) and has zero slope, whereas the isolated layer has slope \(S\). The crossover lies at \(q\approx2/L\).

The gap (8) is a directional limit. For small \(q,q_z\) the image factor is \(qL/[(q^2+q_z^2)L^2/2]\), so \(2/L\) is replaced by \(2\cos^2\theta/L\) with \(\cos^2\theta=q^2/(q^2+q_z^2)\). This holds with the out-of-plane response frozen, since \(q_z\neq0\) breaks the mirror decoupling. At \(\mathbf q=0\) exactly, the \(\mathbf G=0\) term is dropped, which imposes \(\mathbf E=0\), and the doublet stays at \(\omega_0\).

## Truncation

Replace the kernel in (2) by \((2\pi/q)e^{-q|z|}\,\theta(z_c-|z|)\), with \(\theta(\cdot)\) the step function. Its transform along \(z\) is
\[ \frac{2\pi}{q}\,2\,\mathrm{Re}\frac{1-e^{-(q-ik)z_c}}{q-ik}=\frac{4\pi}{q^2+k^2}\Big[1-e^{-qz_c}\Big(\cos kz_c-\frac kq\sin kz_c\Big)\Big], \]
obtained by multiplying above and below by \(q+ik\) and taking the real part. For \(z_c=L/2\) and \(k_n=2\pi n/L\), the sine vanishes and the bracket is \(1-(-1)^ne^{-x}\). Poisson summation turns \(L^{-1}\sum_n4\pi e^{ik_nz}/(q^2+k_n^2)\) into the image sum of (2) at height \(z\). At \(z=0\) this is \((2\pi/q)\coth x\). The factor \((-1)^n\) corresponds to \(z=L/2\), where the images lie in pairs at \(L/2,3L/2,\dots\) and give \((2\pi/q)\,2e^{-x}/(1-e^{-2x})=(2\pi/q)/\sinh x\). Hence
\[ \frac{2\pi}{q}\,\frac{\cosh x-e^{-x}}{\sinh x}=\frac{2\pi}{q}, \]
since \(\cosh x-e^{-x}=\sinh x\). The isolated kernel is recovered for every \(q>0\). For an extended charge, exactness requires \(|z-z'|<L/2\) for all pairs within the layer, because then each true pair is kept and each image pair is cut. A wider distribution loses true pairs and gains false ones. For the Gaussian-smeared Ewald kernel with \(\eta=0.5\) bohr\(^{-1}\), \(L=6\) bohr and \(q=0.2\) bohr\(^{-1}\), the error is 0.5% of the isolated kernel.

## Weighing the contributions in a model

The parameters are round: \(a=5\) bohr, \(A=21.6506\) bohr², masses 10 and 15 u (\(\mu=10937.33\)), \(Q=0.6\), polarisabilities 3 and 6 bohr³, \(k_r=0.3\) and \(k_t=0.1\) Ha/bohr². The numerical check diagonalizes the lattice with two-dimensional, three-dimensional and truncated Ewald sums, and asserts stability on a \(12\times12\) zone grid.

**Zone-centre constants.** Threefold averaging turns \((3\hat R\hat R-1)/R^3\) into \(1/(2R^3)\). The triangular sum \(\Sigma=\sum a^3/R^3=11.0342\) gives the like-sublattice value \(s=\Sigma/2a^3=0.044137\). Both sublattices and the hexagon centres form a triangular lattice of spacing \(a/\sqrt3\) with sum \(3^{3/2}\Sigma/a^3\), and the two foreign sets contribute equally by inversion, so \(t=\Sigma(3^{3/2}-1)/4a^3=0.092602\) bohr\(^{-3}\). The matrix \(\chi^{-1}\) has diagonal \(1/3-s=0.28920\) and \(1/6-s=0.12253\), off-diagonal \(-t\) and determinant 0.02686. The sum of the elements of its inverse is \(\alpha A=(0.28920+0.12253+0.18520)/0.02686=22.22\) bohr³, so \(\alpha=1.0265\) bohr and \(r=6.4495\) bohr.

With \(g_1=(s-t)Q=-g_2\), the field on site 1 is \(sQ\mathbf u_1-tQ\mathbf u_2-(s-t)Q\mathbf u_1=tQ\mathbf u\), and site 2 gives the same. The dipole is \(Q\mathbf u+\alpha A\,tQ\mathbf u\), so \(Z=Q(1+t\alpha A)=0.6\times3.0580=1.8348\). Three bonds contribute \(\tfrac32(k_r+k_t)\), while the two electric terms of \(F_{an}\) subtract \(tQ^2+t^2Q^2\alpha A=tQZ\). Thus \(\mu\omega_0^2=0.6-0.1019=0.4981\) Ha/bohr² and \(\omega_0=6.748\times10^{-3}\) Ha \(=1481\) cm\(^{-1}\). Then \(S=2\pi(1.8348)^2/(10937.33\times21.6506)=8.932\times10^{-5}\) Ha² bohr, and the LO slope \(S/2\omega_0\) is \(6.618\times10^{-3}\) Ha bohr.

**Isolated layer.** The slope extrapolated from finite-\(q\) modes is asserted to equal \(S\) within \(10^{-5}\) along three directions, and \(r\) extracted from the macroscopic part to match \(2\pi\alpha\) within \(10^{-3}\), both relative. With the macroscopic term removed, doubling \(q\) is asserted to multiply the splitting by four within 1%, and \(c=-9.43\times10^{-5}\) against \(Sr=5.76\times10^{-4}\) Ha² bohr², a ratio of 0.16. In units of \(10^{-6}\) Ha²:

| \(q\) (bohr\(^{-1}\)) | \(Sq\) | eq. (4) | analytic | lattice |
|---|---|---|---|---|
| 0.01 | 0.893 | 0.839 | −0.009 | 0.831 |
| 0.05 | 4.466 | 3.377 | −0.239 | 3.233 |
| 0.1 | 8.932 | 5.430 | −0.996 | 5.027 |

In these three rows screening is the largest correction to \(Sq\). At \(q=0.1\), equation (4) alone lies 8% above the lattice value, whereas (4) plus the analytic part, 4.434, lies 12% below it. The bracket in (6) accounts for this. Lattice minus analytic exceeds (4) by 0.1%, 2.8% and 11% of (4) in the three rows, close to a \(q^2\) growth. In this model the two neglected terms partly cancel, and the closeness of (4) at larger \(q\) owes something to that.

**Supercells.** For \(L=30\) bohr, (8) gives \(1.7865\times10^{-4}/42.899=4.164\times10^{-6}\) Ha², so \(\omega_{LO}-\omega_{TO}=1481.05\,[\sqrt{1+4.164/45.537}-1]=66.2\) cm\(^{-1}\), with \(\epsilon_\infty=1.430\). The plain law \(2S/L=5.955\times10^{-6}\) is 43% above this. The gaps for \(L=20,60,120\) bohr are 85.8, 39.3 and 21.7 cm\(^{-1}\), and (8) is asserted within \(10^{-5}\) relative at these heights, at 30 and at 400 bohr. Formula (7) is asserted within 0.5% at \(qL=1\). Two coincidences in the output follow from the formulas. The \(L=20\) gap equals (4) at \(q=2/L=0.1\), and the 45° gap at \(L=30\), \(2.451\times10^{-6}\) Ha², equals the in-plane gap at \(L=60\) because \(\cos^2\theta=1/2\). Solving (8) for a gap \(\delta=1\) cm\(^{-1}\) gives \(L=2S/[(\omega_0+\delta)^2-\omega_0^2]-2r\approx2.9\times10^3\) bohr.

At \(L=30\) bohr, where \(2/L=0.067\) bohr\(^{-1}\), the image term dominates only well below the crossover: the images outweigh the sheet's own field when \(\coth(qL/2)>2\), that is \(qL<\ln3\), or \(q<0.037\) bohr\(^{-1}\). At \(q=0.001\) the untruncated splitting is 66.2 cm\(^{-1}\) against 1.44 cm\(^{-1}\) for the isolated layer, and at \(q=0.01\) it is 66.5 against 13.4. At \(q=0.05\) it is 72.3 against 51.8, an excess of 40% of the isolated value, and at \(q=0.1\) it is 85.7 against 80.1, an excess of 7% of the isolated value. The truncated cell of the same height gives 1.44, 13.4, 51.8 and 80.1 cm\(^{-1}\), and its splitting is asserted to equal the isolated one within \(10^{-6}\) relative at \(q=0.001\) and \(0.05\) bohr\(^{-1}\).

## Computed values

```
a = 5.0 bohr, A = 21.6506 bohr^2, Q = 0.6 e
masses = 10.0, 15.0 u; mu = 10937.33 m_e
polarisabilities = 3.0, 6.0 bohr^3; k_r = 0.3, k_t = 0.1 Ha/bohr^2
triangular sum a^3/R^3 = 11.034176
T(0) like s = 0.044137, unlike t = 0.092602 bohr^-3
alpha*A = 22.2237 bohr^3, alpha = 1.02647 bohr, r = 6.4495 bohr
Z = 1.83478 e, mu*w0^2 = 0.49806 Ha/bohr^2
w0^2 = 4.55374e-05 Ha^2, w0 = 6.748139e-03 Ha = 1481.05 cm^-1
S = 8.93234e-05 Ha^2 bohr; lattice slope = 8.93233e-05 Ha^2 bohr
r from finite-q lattice modes = 6.4495 bohr
dw_LO/dq = S/(2 w0) = 6.61837e-03 Ha bohr = 1452.6 cm^-1 bohr
analytic c = -9.4325e-05 Ha^2 bohr^2; S r = 5.7609e-04 Ha^2 bohr^2
zone-grid minima: w^2 = 4.468e-07 Ha^2, 1/a - T = 0.0478 bohr^-3
isolated, q along a bond; q in bohr^-1, w^2 differences in 1e-6 Ha^2:
 q=0.001: lattice 0.0887, Sq/(1+rq) 0.0888, Sq 0.0893, analytic part -0.0001
 q=0.01: lattice 0.8307, Sq/(1+rq) 0.8391, Sq 0.8932, analytic part -0.0094
 q=0.02: lattice 1.5521, Sq/(1+rq) 1.5824, Sq 1.7865, analytic part -0.0378
 q=0.05: lattice 3.2334, Sq/(1+rq) 3.3771, Sq 4.4662, analytic part -0.2390
 q=0.1: lattice 5.0274, Sq/(1+rq) 5.4302, Sq 8.9323, analytic part -0.9964
untruncated gap at q -> 0; L in bohr, w^2 differences in 1e-6 Ha^2:
 L=20: lattice 5.4302, 2S/(L+2r) 5.4302, 2S/L 8.9323, wLO-wTO 85.82 cm^-1
 L=30: lattice 4.1644, 2S/(L+2r) 4.1644, 2S/L 5.9549, wLO-wTO 66.24 cm^-1
 L=60: lattice 2.4506, 2S/(L+2r) 2.4506, 2S/L 2.9774, wLO-wTO 39.33 cm^-1
 L=120: lattice 1.3442, 2S/(L+2r) 1.3442, 2S/L 1.4887, wLO-wTO 21.70 cm^-1
L=30 bohr: eps_inf lattice 1.42997, 1+2r/L 1.42997, 2/L = 0.0667 bohr^-1
L=30 bohr, 45 degree approach: gap 2.4506 1e-6 Ha^2
wLO-wTO in cm^-1 at L=30 bohr; q in bohr^-1:
 q=0.001: isolated 1.441, truncated 1.441, untruncated 66.242, coth(qL/2) 66.6717
 q=0.01: isolated 13.449, truncated 13.449, untruncated 66.505, coth(qL/2) 6.7166
 q=0.05: isolated 51.759, truncated 51.759, untruncated 72.334, coth(qL/2) 1.5744
 q=0.1: isolated 80.102, truncated 80.102, untruncated 85.665, coth(qL/2) 1.1048
L for a 1 cm^-1 spurious gap = 2891 bohr
Gaussian layer sigma = 1.5 bohr: shift of r = 1.6926 bohr
truncation error, L=6 bohr, q=0.2 bohr^-1, eta=0.5 bohr^-1: 4.71e-03 (relative)
```
